Lateral Decay Length of a Uniaxial Dielectric Between Grounded Plates, part 1

(Sections cited here and not found follow in the second part.)

## First half: disturbances that vary along one lateral direction

**Q:** Two metal plates are grounded and the gap between them is filled with a dielectric. I disturb the potential at one place, say at a side edge of the film. Why should there be a definite length over which the disturbance dies away sideways? The Coulomb potential has no built-in length.

**A:** The plates supply one. Let the film occupy 0 < z < t, with the plates at z = 0 and z = t. The direction x runs along the film, and for the moment nothing varies along y. The disturbance sits at x ≤ 0, and its effect on the region x > 0 enters through the potential on the plane x = 0, which I call f(z). The plates are perfect conductors, so the potential φ(x,z) obeys

φ(x,0) = φ(x,t) = 0.

Any disturbance must therefore fall to zero within a distance of order t in the vertical direction. The field equation ties this vertical variation to the lateral one, and so t sets the lateral scale too. The number that multiplies t has to be calculated.

**Q:** Then state the field equation, including what you assume about the material.

**A:** The dielectric is linear, homogeneous and free of charge for x > 0. It is uniaxial, with its optic axis along z, normal to the plates. Its relative permittivity is ε_p for fields in the plane of the film and ε_z for fields across it. Both are static values and both are positive. The electric field is minus the gradient of φ, so the displacement has the components

D_x = −ε₀ε_p ∂φ/∂x,

D_z = −ε₀ε_z ∂φ/∂z.

Without free charge the divergence of D vanishes:

∂D_x/∂x + ∂D_z/∂z = 0.

The permittivities are constants and come out of the derivatives. Dividing by −ε₀, and writing subscripts on φ for partial derivatives, gives

ε_p φ_xx + ε_z φ_zz = 0.

The two second derivatives have opposite signs, or both vanish. A potential that is arched between the plates, with φ_zz negative where φ is positive, must curve upward along x. An exponential decay does that.

**Q:** You are about to write φ as a function of x times a function of z. That is a guess. The true potential need not have that form.

**A:** No product is needed. Take the actual potential, whatever its shape, and project it at each x on the functions sin(q_n z), where

q_n = nπ/t, n = 1, 2, 3, …

These functions vanish at both plates. Define

a_n(x) = (2/t) ∫₀ᵗ φ(x,z) sin(q_n z) dz.

For x > 0 the potential is smooth, so I may differentiate twice under the integral and then use the field equation in the form φ_xx = −(ε_z/ε_p) φ_zz:

a_n″ = −(ε_z/ε_p)(2/t) ∫₀ᵗ φ_zz sin(q_n z) dz.

Integrate by parts once:

∫₀ᵗ φ_zz sin(q_n z) dz = [φ_z sin(q_n z)]₀ᵗ − q_n ∫₀ᵗ φ_z cos(q_n z) dz.

The bracket is zero because the sine vanishes at z = 0 and z = t. Integrate the remaining term by parts:

∫₀ᵗ φ_z cos(q_n z) dz = [φ cos(q_n z)]₀ᵗ + q_n ∫₀ᵗ φ sin(q_n z) dz.

This bracket is zero because φ vanishes on the plates. Together,

∫₀ᵗ φ_zz sin(q_n z) dz = −q_n² ∫₀ᵗ φ sin(q_n z) dz.

The two minus signs cancel, and the integral on the right is (t/2)a_n, so

a_n″ = (ε_z/ε_p) q_n² a_n.

Each coefficient obeys its own ordinary differential equation. The grounding of the plates was used in the second bracket, and this is where the result would change for other boundary conditions.

**Q:** That equation has growing solutions as well as decaying ones.

**A:** It has two independent solutions, exp(−k_n x) and exp(+k_n x), with

k_n = q_n √(ε_z/ε_p).

If φ stays bounded as x grows, so does a_n, because the definition gives |a_n| ≤ 2 max|φ|. A growing exponential would violate this, so its coefficient is zero, and

a_n(x) = a_n(0) exp(−k_n x).

The sine functions form a complete set on the interval, so the potential can be put together again:

φ(x,z) = Σ a_n(0) sin(nπz/t) exp(−x/λ_n),

λ_n = 1/k_n = (t/nπ) √(ε_p/ε_z).

The longest of these lengths belongs to n = 1:

λ = (t/π) √(ε_p/ε_z).

This is the lateral decay length. In words, it is the plate spacing divided by π, and the quotient is then multiplied by the square root of in-plane over out-of-plane permittivity.

**Q:** I would have put the ratio the other way up. A large in-plane permittivity ought to screen lateral fields well and make the disturbance die sooner.

**A:** Follow the flux of D. Consider the lowest mode, φ = a(x) sin(πz/t), with a proportional to exp(−x/λ) and λ still unknown. Take unit length along y. The flux that passes a cross-section in the +x direction is

Φ(x) = ∫₀ᵗ D_x dz = ε₀ε_p (a/λ) ∫₀ᵗ sin(πz/t) dz = ε₀ε_p (a/λ)(2t/π).

Here −∂a/∂x = a/λ, and the integral of the sine over the gap is 2t/π.

Now count the flux that enters the plates per unit length along x. At the lower plate the outward direction is −z, and the outward flux density is

−D_z = ε₀ε_z φ_z = ε₀ε_z a π/t.

At the upper plate the outward direction is +z. The slope there is φ_z = (π/t) a cos π = −aπ/t, so D_z = ε₀ε_z aπ/t. The two plates together take 2πε₀ε_z a/t.

No flux is created inside the film, so the loss of lateral flux equals what the plates take:

−dΦ/dx = Φ/λ = 2πε₀ε_z a/t.

Inserting Φ gives

2ε₀ε_p a t/(πλ²) = 2πε₀ε_z a/t,

and therefore

λ² = t²ε_p/(π²ε_z).

The in-plane permittivity measures how much flux a given lateral field carries along the film. The out-of-plane permittivity measures how readily flux leaks to the plates. A large ε_p means a well-filled channel that takes a long distance to drain. Your intuition about screening applies to a different situation, in which a fixed charge sits in the material. There a larger ε_p does lower the potential close to the charge, as the second half shows. It still lengthens the decay, so several decay lengths away the potential is raised.

**Q:** Is there a way to see the square root without any modes?

**A:** Stretch the vertical coordinate. Put ζ = s z with s = √(ε_p/ε_z). Each derivative with respect to z gives a factor s, so φ_zz = s² φ_ζζ = (ε_p/ε_z) φ_ζζ. The field equation becomes

ε_p φ_xx + ε_p φ_ζζ = 0,

which is the equation of an isotropic material. The plates now stand at ζ = 0 and ζ = st. The anisotropic film behaves laterally like an isotropic one of thickness st, and an isotropic film of that thickness has the decay length st/π.

Two limits follow. When ε_p = ε_z, the length is t/π whatever the value of the permittivity. When ε_p/ε_z tends to zero at fixed t, the plates drain the film at once and λ tends to zero.

**Q:** So a high-k material gives no shorter lateral reach than a low-k one?

**A:** At fixed thickness and fixed ratio ε_p/ε_z, the reach is the same. The comparison changes if the capacitance per area between the plates is held fixed instead. That capacitance is C = ε₀ε_z/t, so t = ε₀ε_z/C, and

λ = (ε₀ε_z/(πC)) √(ε_p/ε_z) = (ε₀/(πC)) √(ε_pε_z).

At fixed C, a material with both permittivities twice as large is twice as thick and has twice the lateral reach. This holds for a single uniform film between two metals. A transistor with a semiconductor layer inside the stack is a layered problem, and its decay length comes from matching the layers.

**Q:** You picked the slowest mode. Infinitely many modes are present. Could they add up to something that decays more slowly than any one of them?

**A:** No, if the size of the disturbance is measured by its root-mean-square value across the gap. Define

‖φ(x)‖² = ∫₀ᵗ φ(x,z)² dz.

Different sine functions are orthogonal on the interval, and each squared sine integrates to t/2. Hence

‖φ(x)‖² = (t/2) Σ a_n(0)² exp(−2x/λ_n).

Since λ_n = λ/n, every exponential in this sum is at most exp(−2x/λ). Taking that factor out leaves the sum at x = 0:

‖φ(x)‖ ≤ exp(−x/λ) ‖φ(0)‖.

Equality holds when f(z) is proportional to sin(πz/t), so the bound cannot be improved for general f.

It does not apply point by point. If f vanishes at some height, the potential there can first rise with x, as flux arrives from other heights.

For numbers, take t = 10 nm and ε_p/ε_z = 2. Then t/π = 3.183 nm, the square root is 1.414, and λ = 4.502 nm. At x = 10 nm the norm is at most exp(−10/4.502) = 0.1085 of its value at the edge. A lopsided edge potential proportional to u(1−u)⁴, with u = z/t, stays below this. A finite-difference solution on a grid of 0.2 nm, with the film ended by a grounded wall at 60 nm, gives 0.0780; halving the grid spacing lowers this to 0.0779, the value of the mode series. Part of that edge potential lies in the higher modes, which decay faster.

**Q:** Suppose the edge potential contains none of the first mode.

**A:** Then λ is not the length you would see. The amplitude of the first mode is

a_1(0) = (2/t) ∫₀ᵗ f(z) sin(πz/t) dz.

If f is positive throughout the gap, the integrand is positive and a_1(0) cannot vanish. If f changes sign, it can. The clearest case is an edge potential that is odd about the midplane, f(t−z) = −f(z). For the sines,

sin(nπ(t−z)/t) = sin(nπ − nπz/t) = −cos(nπ) sin(nπz/t).

For odd n the factor −cos(nπ) is +1, so these modes are even about the midplane. Their product with an odd f integrates to zero. The even values of n remain, and the longest length among them is λ_2 = λ/2, or 2.251 nm for the numbers above. The statement about λ therefore needs the condition that the source excites the first mode.

**Q:** How far must I go before the decay looks like a single exponential?

**A:** That depends on f. Take an edge held at a constant V₀, such as a metal contact. Then

a_n(0) = (2V₀/t) ∫₀ᵗ sin(nπz/t) dz = (2V₀/nπ)(1 − cos nπ),

which is 4V₀/(nπ) for odd n and zero for even n. On the midplane sin(nπ/2) alternates between +1 and −1 for successive odd n, so

φ(x,t/2) = (4V₀/π)[exp(−x/λ) − (1/3) exp(−3x/λ) + …].

Relative to the first term, the second has the size (1/3)exp(−2x/λ). One decay length from the contact this is already below five percent. Very near the corners, where the contact at V₀ meets a grounded plate, the potential changes by V₀ over a vanishing distance. The field has no upper limit there, and a linear dielectric is no longer a good description.

**Q:** Gates in a device are biased. They are not grounded.

**A:** Let the upper plate be at a fixed voltage V and the lower one at zero. Write the total potential as Vz/t + φ. The first term is linear in z, so its second derivatives vanish and it satisfies the field equation by itself. It also takes up the plate voltages. What remains, φ, obeys the same equation with both plates at zero, and all the results apply to it. The argument uses linearity, so it fails if the permittivity depends on the field or if the bias moves charge into the film.

**Q:** And if there are mobile carriers in the film?

**A:** Suppose they respond linearly and locally, with a charge density −ε₀κ²φ, where κ² is a positive constant. Gauss's law then reads

ε_p φ_xx + ε_z φ_zz = κ²φ.

The projection goes through as before, with one extra term:

a_n″ = [(ε_z q_n² + κ²)/ε_p] a_n.

The decay rate is larger and the decay length shorter. Within this model, λ is the upper limit reached when the carriers are removed.

**Q:** What if one plate is missing?

**A:** Suppose that no flux leaves the upper surface, so φ_z = 0 at z = t. Project on sin(πz/2t) instead. In the first bracket the sine vanishes at z = 0 and φ_z vanishes at z = t. In the second, φ vanishes at z = 0 and cos(π/2) vanishes at z = t. Both brackets are zero again, now with q = π/(2t), and the decay length doubles to 2λ. The doubled length belongs to this idealized surface only. A real open surface lets flux out into the space above, where no second plate collects it. Far away the potential then falls as a power of the distance, and no fixed decay length describes it.

**Q:** The film also ends somewhere.

**A:** If it ends at x = L in a grounded wall, boundedness is replaced by a_n(L) = 0, and

a_n(x) = a_n(0) sinh(k_n(L−x))/sinh(k_n L).

Writing out the hyperbolic sines gives

a_n(x) = a_n(0) exp(−k_n x) [1 − exp(−2k_n(L−x))]/[1 − exp(−2k_n L)].

The brackets differ from 1 by exponentially small amounts when both L and L−x are several times λ_n. Closer to the wall than that, the measured decay is faster than exponential.

## Second half: a trapped charge, a tilted axis and real gates

**Symbols and results carried over.** The film fills 0 < z < t between plates at zero potential, with permittivity ε_p in the plane and ε_z along the normal. The factor s = √(ε_p/ε_z) stretches z so that the film becomes isotropic. The functions sin(nπz/t) decay along one lateral direction with the lengths λ_n = ts/(nπ), and λ = λ_1 is the longest. Projecting on these functions turns ε_z φ_zz into −ε_z(nπ/t)² a_n, where a_n is the coefficient of the n-th function.

**Q:** My disturbance is a single trapped charge inside the dielectric. It spreads in two lateral directions. Does the exponential survive?

For a disturbance that is uniform along y, in a charge-free film between perfect grounded plates, the root-mean-square potential across the gap falls at least as fast as exp(−x/λ), with λ = (t/π) √(ε_p/ε_z). Still to be treated are the trapped charge, whose effect spreads in two lateral directions, a tilted optic axis, and gates that screen imperfectly.
